Ballistic Resistance of a Single-Valley Two-Dimensional Channel

**The system**

A flat channel of width W carries electrons from a source to a drain along x. The electrons are free to move in the xy plane, and their sheet density is n = 1.0×10¹⁷ m⁻², which is 10¹³ cm⁻². One subband of one valley is occupied, and each orbital state holds two electrons of opposite spin. Except in part (g), the energy E depends on k = √(k_x² + k_y²) alone and rises with k.

The temperature is zero and the bias is small. No electron is scattered in the channel. The source and drain are ideal reservoirs: each fills the states leaving it up to its own electrochemical potential and absorbs every electron that arrives. The resistance of metal contacts outside the reservoirs is not included.

SI units are used, e > 0 is the elementary charge, and ħ = h/(2π). Take h/(2e²) = 12906.40 Ω.

**(a) Find the Fermi wavevector k_F and the Fermi wavelength.**

*Answer.* In a large area A the allowed wavevectors have the density A/(2π)² in the k plane. At zero temperature and zero bias the occupied ones fill a disc of radius k_F, because E rises with k. With two electrons per wavevector, the number per area is

n = 2 · πk_F² / (2π)² = k_F² / (2π).

Hence

k_F = √(2πn) = √(2π × 1.0×10¹⁷ m⁻²) = 7.927×10⁸ m⁻¹.

The Fermi wavelength is

λ_F = 2π/k_F = 7.927 nm.

The two numbers share their digits because k_F² = 2πn gives 2π/k_F = k_F/n, and n is here a power of ten. Neither number depends on the effective mass: the density fixes the size of the disc, whatever the energy of its edge.

**(b) How many transverse modes conduct, per micrometre of width? Use periodic boundary conditions across the channel.**

*Answer.* A mode is the set of states that share one value of k_y. Periodic edges allow k_y = 2πj/W with j any integer, so neighbouring values are 2π/W apart. The lowest energy in a mode is at k_x = 0, where k = |k_y|. The mode therefore has occupied states if |k_y| < k_F. The interval from −k_F to k_F has length 2k_F, and for a wide channel it contains

M = 2k_F / (2π/W) = k_F W/π

modes. Spin is not counted in M; it enters with the current of each mode. Per width,

M/W = k_F/π = 2.523×10⁸ m⁻¹,

or 252.3 modes per micrometre. Since k_F = 2π/λ_F, the count can also be read as M = W/(λ_F/2): one mode for each half Fermi wavelength of width. The fraction in 252.3 is an average over wide channels; part (f) treats a strip with a whole number of modes.

**(c) Find the conductance of one mode.**

*Answer.* Let the source have the electrochemical potential μ_S and the drain μ_D, with

μ_S − μ_D = eV, V > 0.

Electrons then flow towards +x. The current I is counted as e times this particle flow, so it is positive; the conventional electric current has the same size and points towards −x.

For fixed k_y the velocity along the channel is

v_x = (1/ħ) ∂E/∂k_x.

It has the sign of k_x, because E rises with |k_x|. States with k_x > 0 come from the source and are filled up to μ_S. States with k_x < 0 come from the drain and are filled up to μ_D. In a channel of length L the density of k_x values is L/(2π), and an electron in one such state contributes e v_x/L to the current. The length cancels. With two spins, the right-movers give

I₊ = 2e ∫ (dk_x/2π) (1/ħ) ∂E/∂k_x, over k_x > 0 with E < μ_S.

Now (∂E/∂k_x) dk_x = dE at fixed k_y, and 2πħ = h. If ε is the energy of the mode at k_x = 0, then

I₊ = (2e/h) ∫ dE from ε to μ_S = (2e/h)(μ_S − ε).

The left-movers have the opposite velocity and are filled to μ_D:

I₋ = −(2e/h)(μ_D − ε).

The sum is

I = I₊ + I₋ = (2e/h)(μ_S − μ_D) = (2e²/h) V.

The bottom energy ε has dropped out, so the currents of right- and left-movers below μ_D cancel. The velocity has dropped out too: fast states are sparser in energy, by the same factor by which each carries more current. The conductance of one mode with both spins is

G₁ = I/V = 2e²/h = 7.748×10⁻⁵ S.

This holds for a mode with ε below both potentials. Modes with ε between μ_D and μ_S carry less. Their number is proportional to V, and each carries at most (2e²/h)V, so together they change the current by a term of order V², which does not affect the small-bias conductance.

**(d) Find the resistance of the channel times its width, first as a formula in n and then as a number. Does it depend on the channel length?**

*Answer.* The modes conduct in parallel, so their conductances add:

G/W = (2e²/h)(M/W) = (2e²/h) k_F/π.

The potentials may be placed at μ_S = E_F + eV/2 and μ_D = E_F − eV/2, where E_F is the Fermi energy at zero bias. The right-movers gained and the left-movers lost are then equal in number to first order in V. The density stays n to this order, and k_F from part (a) may be used. Inverting,

R W = (h/2e²) π/k_F = (h/2e²) π/√(2πn).

Writing π as √(π²) and cancelling one factor π under the root gives

R W = (h/2e²) √(π/(2n)).

The units are right: n^(−1/2) is a length. The number is

R W = 12906.40 Ω / (2.523×10⁸ m⁻¹) = 5.115×10⁻⁵ Ω m = 51.15 Ω µm.

A channel 1 µm wide thus has a resistance of about 51 Ω, and one 10 µm wide about 5.1 Ω. This is the total between source and drain, not a value for each end.

The length does not appear, since nothing in the channel turns electrons back. The resistance comes from the finite number of modes through which the reservoirs can exchange electrons. The electrons lose no energy in the channel; the electrical power IV is turned into heat in the reservoirs.

The result falls as n^(−1/2), not as 1/n. Four times the density doubles k_F and so doubles the number of modes, while each mode keeps its conductance. The resistance is then halved, to 25.58 Ω µm.

**(e) A colleague objects that lighter electrons move faster and must give a lower resistance. Derive the current again from the number of extra electrons and their mean velocity, and settle the objection.**

*Answer.* Let v_F = (1/ħ) dE/dk at k_F. The density of states per area and energy, with both spins, follows from n = k²/(2π):

D = dn/dE = (k_F/π)(dk/dE) = k_F/(πħv_F).

Between μ_D and μ_S only right-movers are filled. They are half of the states in this window, so their density is

δn = (D/2) eV.

Their directions are spread evenly over angles θ from −π/2 to π/2, and each has v_x = v_F cos θ. The mean is

⟨v_x⟩ = (v_F/π) ∫ cos θ dθ from −π/2 to π/2 = 2v_F/π.

The current per width is therefore

I/W = e δn ⟨v_x⟩ = e · (D/2) eV · (2v_F/π) = e²V D v_F/π.

Inserting D,

I/W = e²V k_F/(π²ħ) = (2e²/h)(k_F/π) V,

where 1/ħ = 2π/h was used in the last step. This is the result of part (d).

The colleague is right that lighter electrons are faster at the same density. But D contains 1/v_F: the same bias then opens fewer extra states, and the two effects cancel in the product D v_F.

Three model bands show this. For a parabolic band E = ħ²k²/(2m), with m_e the free-electron mass, m = 0.2 m_e gives E_F = 0.1197 eV, and m = 0.05 m_e gives E_F = 0.4788 eV, four times as much. The third band is nonparabolic,

E(1 + αE) = ħ²k²/(2m), with m = 0.05 m_e and α = 1 eV⁻¹.

Its Fermi energy is 0.3537 eV, which fits the relation: 0.3537 × 1.3537 = 0.4788. Direct integration of the current over all occupied states, with a bias of 1 mV, gives 51.15 Ω µm in all three cases, as the numerical output shows.

The mass does return in the conditions of validity. The sharp filling used in part (c) requires k_BT to be small compared with E_F, where k_B is the Boltzmann constant and T the temperature, and the small-bias result requires eV to be small compared with E_F. At fixed density a heavier parabolic band has a smaller E_F, so it meets these conditions less well. At finite temperature the mode count is averaged over −∂f/∂E, with f the Fermi function. At 300 K and the same density this gives R W ≈ 51.2 Ω µm for m = 0.05 m_e, 52.4 Ω µm for 0.2 m_e and 59 Ω µm for 0.5 m_e. The independence of the mass is thus a property of the degenerate gas.

**(f) Replace the periodic edges by hard walls and let W = 1 µm. Estimate the number of occupied modes at the same density, and find the resistance.**

*Answer.* The wavefunction must vanish at both walls, so it varies as sin(k_j y) with k_j = πj/W and j = 1, 2, 3, … The value j = 0 is excluded because its wavefunction vanishes everywhere. Let k_t be the wavevector at the Fermi energy. Mode j is filled for |k_x| < √(k_t² − k_j²), and with two spins it holds

f(k_j) = 2 · 2√(k_t² − k_j²)/(2π) = (2/π)√(k_t² − k_j²)

electrons per length. The sum over j must equal nW. For a wide strip the sum becomes an integral with spacing π/W, less half of the missing term at j = 0:

nW ≈ (W/π) ∫ f(k) dk from 0 to k_t − f(0)/2.

The integral of √(k_t² − k²) is a quarter of a disc, πk_t²/4, so the integral of f is k_t²/2. Also f(0) = 2k_t/π. Hence

n ≈ k_t²/(2π) − k_t/(πW).

Multiplying by 2π and using 2πn = k_F²,

k_t² − 2k_t/W ≈ k_F², so k_t ≈ k_F + 1/W

to first order in 1/W. The walls push electrons away from the edges, and the Fermi wavevector must grow slightly to hold the same number. The square-root end of f at k_t adds a further correction to k_t, smaller than 1/W by a factor of order (k_F W)^(−1/2), which is about 0.04 here.

The occupied modes have j < k_t W/π, and

k_t W/π ≈ k_F W/π + 1/π = 252.31 + 0.32 = 252.63.

The number of modes is the whole part, 252. Filling the discrete subbands numerically to the density n gives the same count. The resistance is

R = 12906.40 Ω / 252 = 51.22 Ω.

This is about 0.1 % above the 51.15 Ω of the wide-channel formula. The two values stand in the ratio 252.31/252. The walls raise the smooth count by 0.32 and taking the whole part lowers it by 0.63, so the count ends 0.31 below 252.31. For W = 20 µm the numerical filling gives 5046 modes against a smooth count of 5046.27, a relative difference of about 5×10⁻⁵. The whole-number count differs from k_F W/π by less than one mode, so the relative error of the smooth formula is of order 1/M. For a channel only a few half wavelengths wide this is no longer small, and the modes must be counted one by one: at W = 15 nm four modes are filled against a smooth count of 3.78.

**(g) Is "single-valley, 10¹³ cm⁻²" enough to fix the resistance? Examine (i) one valley with an elliptical Fermi line and (ii) two isotropic bands sharing the same total density.**

*Answer.* (i) Let the axes of the ellipse lie along x and y:

E = (ħ²/2)(k_x²/m_x + k_y²/m_y).

The Fermi line has the half-axes a_x = √(2m_x E_F)/ħ and a_y = √(2m_y E_F)/ħ. Its area is πa_x a_y, so

n = 2πa_x a_y/(2π)² = a_x a_y/(2π), that is, a_x a_y = k_F²,

where k_F = √(2πn) as before. The ratio of the half-axes is a_y/a_x = √(m_y/m_x). Multiplying the last two relations gives a_y² = k_F² √(m_y/m_x), and

a_y = k_F (m_y/m_x)^(1/4).

The velocity v_x = ħk_x/m_x still has the sign of k_x, so part (c) applies to each mode. The modes now fill −a_y < k_y < a_y, and M = a_y W/π. Therefore

R W = (h/2e²) √(π/(2n)) (m_x/m_y)^(1/4).

For m_x = 0.2 m_e and m_y = 0.8 m_e the last factor is (1/4)^(1/4) = 1/√2, and R W = 36.17 Ω µm. With the axes exchanged the factor is √2, and R W = 72.34 Ω µm. The mass ratio thus matters although a common mass does not: an ellipse that is long across the channel offers more modes at the same density.

(ii) Let two isotropic bands hold the densities n₁ and n₂, with n₁ + n₂ = n. They may be two valleys or two subbands. With no scattering between them their modes add:

M/W = [√(2πn₁) + √(2πn₂)]/π.

The square of √n₁ + √n₂ is n + 2√(n₁n₂). This is larger than n when both bands are occupied, so sharing the electrons lowers the resistance. The square is largest for n₁ = n₂ = n/2, because

4n₁n₂ = n² − (n₁ − n₂)².

It then equals 2n, and the resistance is divided by √2:

R W = 51.15 Ω µm/√2 = 36.17 Ω µm.

That this equals the first value in (i) is due to the chosen mass ratio of four, whose fourth root is √2.

The phrase in the question is therefore not enough. One must also know the shape and orientation of the Fermi line, and how the electrons are shared among the bands. For one valley, a circular Fermi line and a single occupied subband are sufficient for the value of part (d). A single subband at this density needs a thin layer. In an infinite well of thickness t with an isotropic parabolic band, the second subband lies 3ħ²π²/(2mt²) above the first. This exceeds E_F = ħ²k_F²/(2m) only for t < √3 π/k_F = 6.9 nm, whatever the mass.

**(h) Now let the channel, of length L, scatter weakly. In a short interval dx an electron is turned back with probability dx/λ, the same for both directions and all modes. Scattering is elastic, and interference between scattered waves is neglected. Find R W and its limits.**

*Answer.* Consider the energy window between μ_D and μ_S, which the source fills and the drain does not. Let F₊(x) and F₋(x) be the particle flows to the right and to the left in this window, both counted as positive. In dx the right-going flow loses F₊dx/λ and gains F₋dx/λ from left-movers that are turned back:

dF₊/dx = −(F₊ − F₋)/λ.

In a steady state the net flow F = F₊ − F₋ is the same at every x, since elastic scattering neither removes electrons nor changes their energy. So dF₊/dx = −F/λ, and F₊ falls linearly:

F₊(L) = F₊(0) − FL/λ.

The drain sends nothing back in this window, so F₋(L) = 0 and F₊(L) = F. Therefore

F(1 + L/λ) = F₊(0).

The flow F₊(0) is the one injected by the source, which is the ballistic current divided by e. The transmitted fraction is

F/F₊(0) = λ/(λ + L).

Below μ_D both reservoirs inject equal flows. The transmitted fraction is the same in both directions, so these flows cancel as before. The conductance is multiplied by this fraction, and

R W = (h/2e²) √(π/(2n)) (1 + L/λ).

For L much shorter than λ the ballistic value returns. For L = λ half of the injected electrons are transmitted, and R W is twice the ballistic value, 102.3 Ω µm. For L much longer than λ the resistance grows in proportion to L, as in Ohm's law. Within this model the ballistic value is a lower limit: at the given density and Fermi line, neither a shorter channel nor weaker scattering brings the small-bias, zero-temperature resistance below it. One λ for all modes is a simplification. In a two-dimensional gas, electrons moving obliquely cover a longer path per unit of x. For isotropic scattering with mean free path l the form 1 + L/λ holds only approximately, with λ approaching πl/2 in long channels and somewhat smaller in short ones.

Numbers as computed

```
sheet density: 1.000e+17 1/m^2 = 1.000e+13 1/cm^2
Fermi wavevector: 7.9267e+08 1/m
Fermi wavelength: 7.927 nm
modes per width: 2.5231e+08 1/m
modes per micrometre: 252.31
conductance of one mode, 2e^2/h: 7.74809e-05 S
resistance of one mode, h/(2e^2): 12906.40 ohm
conductance per width: 1.9549e+04 S/m
resistance times width, formula: 5.1152e-05 ohm m
resistance times width, formula: 51.152 ohm um
bias in the current integrals: 1.0 mV
resistance times width from the current integrals:
  parabolic, mass 0.2 m_e: 51.152 ohm um
  parabolic, mass 0.05 m_e: 51.152 ohm um
  nonparabolic, 0.05 m_e, alpha 1/eV: 51.152 ohm um
  mass 0.2 m_e, density 4n: 25.576 ohm um
  ellipse, m_x 0.2, m_y 0.8 m_e: 36.170 ohm um
  ellipse, m_x 0.8, m_y 0.2 m_e: 72.340 ohm um
  two valleys, total density n: 36.170 ohm um
Fermi energy, parabolic 0.2 m_e: 0.1197 eV
Fermi energy, parabolic 0.05 m_e: 0.4788 eV
Fermi energy, nonparabolic 0.05 m_e: 0.3537 eV
filled hard-wall modes, width 1 um: 252
resistance of that strip: 51.216 ohm
filled hard-wall modes, width 20 um: 5046
smooth mode count, width 20 um: 5046.27
```
